# Downfolding the four-band copper-oxide plane: how t′/t follows the axial level

**Question**

I have the four-band tight-binding model of a CuO$_2$ plane: Cu $d_{x^2-y^2}$ at $\epsilon_d$, the oxygen $p_x$, $p_y$ bond orbitals at $\epsilon_p$, and an axial, $s$-like orbital on Cu at $\epsilon_s$, with hoppings $t_{pd}$ and $t_{sp}$. I want the one-band form

$$E=\text{const}-2t(c_x+c_y)+4t'c_xc_y-2t''(\cos 2k_x+\cos 2k_y)+\dots,\qquad c_x=\cos k_x,$$

and I want to see how $t'/t$ changes as $\epsilon_s$ comes down toward $\epsilon_F$. With $\epsilon_p=0$, $\epsilon_d=1$, $t_{pd}=1.5$, $t_{sp}=2$ eV at half filling I Fourier transformed the antibonding band and found a slightly negative $t'$ for $\epsilon_s=15$ eV, while a $t$–$t'$ fit of the Fermi line gave a large positive one. Which is right? Is there a closed result, can the trend be proved, and where does NMTO downfolding stand?

**Answer**

Both are right, because $t'/t$ belongs to a particular one-band Hamiltonian and several different ones share the Fermi line. Closed formulas and a proof of the trend exist for Löwdin downfolding at $\epsilon_F$; the other definitions can be placed relative to it. I set $a=1$, treat independent electrons, leave out $t_{pp}$ and interlayer hopping, and assume $\epsilon_p<\epsilon_d<\epsilon_F<\epsilon_s$.

### Secular equation

Let the positive lobes of $p_x$, $p_y$ point along $+x$, $+y$, and let $d$ be positive along $x$ and negative along $y$. The hopping from $d$ to $p_x$ at $\pm\frac12\hat x$ is $\pm t_{pd}$, to $p_y$ at $\pm\frac12\hat y$ it is $\mp t_{pd}$, and from $s$ it is $\pm t_{sp}$ in both directions. The Bloch sums are

$$H_{dx}=2it_{pd}\sin\tfrac{k_x}{2},\quad H_{dy}=-2it_{pd}\sin\tfrac{k_y}{2},\quad H_{sx}=2it_{sp}\sin\tfrac{k_x}{2},\quad H_{sy}=2it_{sp}\sin\tfrac{k_y}{2}.$$

Define $u=(c_x+c_y)/2$, $v=(c_x-c_y)/2$, so that $\sin^2\frac{k_x}2+\sin^2\frac{k_y}2=1-u$ and $\sin^2\frac{k_x}2-\sin^2\frac{k_y}2=-v$. The oxygen rows give each $p$ amplitude as $(H_{pd}\psi_d+H_{ps}\psi_s)/(\epsilon-\epsilon_p)$. Inserting this in the Cu rows leaves a $2\times2$ problem with $\tilde H_{dd}=\epsilon_d+a(1-u)$, $\tilde H_{ss}=\epsilon_s+b(1-u)$, $\tilde H_{ds}=-\sqrt{ab}\,v$, where $a=4t_{pd}^2/(\epsilon-\epsilon_p)$ and $b=4t_{sp}^2/(\epsilon-\epsilon_p)$. The relative sign of $H_{dx}$ and $H_{dy}$ is what turns the sum $1-u$ into the difference $v$. With

$$d(\epsilon)=\frac{(\epsilon-\epsilon_d)(\epsilon-\epsilon_p)}{4t_{pd}^2},\qquad s(\epsilon)=\frac{(\epsilon_s-\epsilon)(\epsilon-\epsilon_p)}{4t_{sp}^2},$$

one has $\epsilon-\tilde H_{dd}=-a(1-u-d)$ and $\epsilon-\tilde H_{ss}=-b(1-u+s)$, and the bands satisfy

$$(1-u-d)(1-u+s)=v^2 .$$

Eliminating $s$ as well gives the scalar $K(\epsilon,\mathbf k)=\epsilon-\tilde H_{dd}-\tilde H_{ds}^2/(\epsilon-\tilde H_{ss})$, that is

$$K=a\,(d-F),\qquad F=1-u-\frac{v^2}{1-u+s}=1-u-\frac{z\,v^2}{1-zu},\qquad z=2r=\frac1{1+s}.$$

The axial orbital enters through the range parameter $r=1/[2(1+s)]$, which runs from $0$ for a remote level to $\frac12$ at $\epsilon_s=\epsilon$.

Cauchy interlacing of eigenvalues fixes which band is meant. The oxygen block puts band 2 at or below $\epsilon_p$; the Cu block puts band 3 at or above $\epsilon_d$ and band 4 at or above $\epsilon_s$; deleting the $s$ row shows that band 3 stays at or below the top of the three-band model, $d=2$. At $(\pi,\pi)$, $v=0$ and $u=-1$, so the equation splits into $d=2$ or $s=-2$, and band 3 reaches that top when the upper root of $d=2$ lies below the upper root of $s=-2$. For your parameters the first is $\epsilon(\epsilon-1)=18$, giving 4.772 eV, and the second is $\epsilon(\epsilon-\epsilon_s)=32$, whose upper root exceeds $\sqrt{32}$ eV for any $\epsilon_s>0$, so the condition holds. Band 3 is thus the one that crosses $\epsilon_F$, and it is isolated when $\epsilon_s>4.772$ eV.

### Löwdin Hamiltonian at the Fermi energy

Freeze $s$ at $\epsilon_F$ and linearize $d(\epsilon)$ in $d(\epsilon)=F$:

$$E_L(\mathbf k)=\epsilon_F+\frac{F(\mathbf k)-d}{\dot d},\qquad \dot d=\frac{2\epsilon_F-\epsilon_d-\epsilon_p}{4t_{pd}^2}.$$

$E_L=\epsilon_F$ is the condition $K(\epsilon_F)=0$, so the Fermi line is that of the four-band model. On the diagonal $k_x=k_y=k$, $v=0$ and the band obeys $d(\epsilon)=1-\cos k$; since $|\mathbf k|=\sqrt2k$, the nodal velocity is $\sin k/(\sqrt2\,\dot d)$, which $E_L$ reproduces. Elsewhere on the line the true velocity is $a\nabla F/\dot K$, from differentiating $K=0$. Using $ad=\epsilon-\epsilon_d$ and $\dot a=-a/(\epsilon-\epsilon_p)$,

$$\dot K=1+\frac{aF}{\epsilon-\epsilon_p}-\frac{a\,\dot s\,v^2}{(1-u+s)^2},\qquad \dot s=\frac{\epsilon_s+\epsilon_p-2\epsilon}{4t_{sp}^2}.$$

At the node $F=d$ is independent of energy through $s$, so $\dot K=a\dot d$, and the velocity of $E_L$ is the true one times $\dot K(\mathbf k)/a\dot d$. The prefactor $1/\dot d$ cancels in hopping ratios.

### Hoppings as power series

With $\langle\ \rangle$ the zone average and $\langle c_x^2\rangle=\frac12$, your convention gives $t=-\langle c_xE\rangle$, $t'=\langle c_xc_yE\rangle$, $t''=-\langle\cos2k_x\,E\rangle$. Write $\tau=\dot d\,t$, $\tau'=\dot d\,t'$, $\tau''=\dot d\,t''$. $F$ is symmetric under $x\leftrightarrow y$, so $c_x$ may be replaced by $u$ and $\cos 2k_x$ by $c_x^2+c_y^2-1=2u^2+2v^2-1$; also $c_xc_y=u^2-v^2$.

Put $k_x=\alpha+\beta$, $k_y=\alpha-\beta$. Then $u=\cos\alpha\cos\beta$, $v=-\sin\alpha\sin\beta$, and the square $0\le\alpha,\beta<2\pi$ covers the zone twice with constant Jacobian, so averages factorize. Integration by parts gives $C_{m+1}/C_m=(2m+1)/(2m+2)$ for $C_m=\langle\cos^{2m}\rangle$. Hence

$$A_m=\langle\cos^{2m}\sin^2\rangle=C_m-C_{m+1}=\frac{C_m}{2m+2},\qquad \frac{A_{m+1}}{A_m}=\frac{2m+1}{2m+4},$$

$$B_m=\langle\cos^{2m}\sin^4\rangle=A_m-A_{m+1}=\frac{3A_m}{2m+4},$$

with $A_0=\frac12$, $A_1=\frac18$, $A_2=\frac1{16}$, $A_3=\frac5{128}$. Then $\langle u^{2m}v^2\rangle=A_m^2$, $\langle u^{2m}v^4\rangle=B_m^2$, and odd powers of $u$ average to zero. For $z<1$ expand $F=1-u-\sum_nz^{n+1}u^nv^2$.

For $\tau=-\langle uF\rangle$ the first part gives $\langle u^2\rangle=\frac14=A_0^2$, and the terms $n=2m-1$ give $z^{2m}A_m^2$. For $\tau'$ and $\tau''$ the part $1-u$ has no such harmonics and the terms $n=2m$ survive. They carry

$$B_m^2-A_{m+1}^2=A_m^2\frac{9-(2m+1)^2}{(2m+4)^2}=A_m^2\frac{(2-2m)(2m+4)}{(2m+4)^2},$$

$$2A_{m+1}^2+2B_m^2-A_m^2=A_m^2\frac{2(2m+1)^2+18-(2m+4)^2}{(2m+4)^2}=A_m^2\frac{4(m-1)^2}{(2m+4)^2}.$$

Therefore, summing over $m\ge0$,

$$\tau=\sum A_m^2z^{2m},\qquad \tau'=\sum A_m^2z^{2m+1}\frac{1-m}{m+2},\qquad \tau''=\sum A_m^2z^{2m+1}\frac{(1-m)^2}{(m+2)^2}.$$

With $z=2r$ the first terms are $\tau=\frac14(1+\frac{r^2}4+\frac{r^4}4+\dots)$, $\tau'=\frac r4(1-\frac{r^4}8+\dots)$, $\tau''=\frac r8(1+\frac{r^4}{16}+\dots)$. Since $1/(1+\frac{r^2}4+\frac{r^4}4)=1-\frac{r^2}4+(\frac1{16}-\frac14)r^4+\dots$ and $\frac1{16}-\frac14-\frac18=-\frac5{16}$,

$$\frac{t'}t=r-\frac{r^3}4-\frac{5r^5}{16}+\dots,\qquad \frac{t''}{t'}=\frac12\Big(1+\frac{r^4}{16}+\frac{r^4}8+\dots\Big)=\frac12+\frac{3r^4}{32}+\dots$$

The leading term $-zv^2$ is the process $d\to p\to s\to p\to d$ through an axial orbital on an intermediate Cu site. The factor $v$ is a step of amplitude $+\frac14$ along $\pm x$ and $-\frac14$ along $\pm y$. The diagonal neighbor is reached by two paths of product $-\frac1{16}$, the second neighbor along an axis by one path of product $+\frac1{16}$, which accounts for the factor $\frac12$ and for the opposite signs of the $t'$ and $t''$ terms in $E$.

### The end point and the proof of growth

At $\epsilon_s=\epsilon_F$, $z=1$ and $F=[(1-u)^2-v^2]/(1-u)=(1-c_x)(1-c_y)/(1-u)$, which is bounded, though not analytic at $\Gamma$. The sums follow from Gauss's theorem, ${}_2F_1(\lambda,\mu;\nu;1)=\Gamma(\nu)\Gamma(\nu-\lambda-\mu)/[\Gamma(\nu-\lambda)\Gamma(\nu-\mu)]$. The numbers $g_n=|(-\frac12)_n|/n!$ have $g_0=1$, $g_1=\frac12$, $g_{n+1}/g_n=(n-\frac12)/(n+1)$ for $n\ge1$, so $A_m=g_{m+1}$, and $\sum_ng_n^2x^n={}_2F_1(-\frac12,-\frac12;1;x)$. Dividing each term by $n+1$ changes the third parameter from 1 to 2. With $\Phi_\nu={}_2F_1(-\frac12,-\frac12;\nu;z^2)$ and $(1-m)/(m+2)=-1+3/(m+2)$, the series for $t$ and $t'$ therefore close for $0<z\le1$:

$$\tau=\frac{\Phi_1-1}{z^2},\qquad \tau'=\frac{3\Phi_2-\Phi_1-2}{z}.$$

At $z=1$ three sums are needed for the values and slopes:

- $S_0=\sum A_m^2=\Gamma(2)/\Gamma(\frac32)^2-1=4/\pi-1$.
- $S_1=\sum A_m^2/(m+2)=\sum_{n\ge1}g_n^2/(n+1)$. Because $(2)_n=(n+1)\,(1)_n$, this is ${}_2F_1(-\frac12,-\frac12;2;1)-1=2/\Gamma(\frac52)^2-1=32/9\pi-1$.
- $\sum_nng_n^2$ is the $x$ derivative at $x=1$, namely $\frac14\,{}_2F_1(\frac12,\frac12;2;1)=1/\pi$, so $S_2=\sum mA_m^2=1/\pi-S_0=1-3/\pi$.

With $(1-m)/(m+2)=-1+3/(m+2)$, $\tau'=-S_0+3S_1=20/3\pi-2=0.1221$ and $\tau=S_0=0.2732$, so

$$\left.\frac{t'}t\right|_{\epsilon_s=\epsilon_F}=\frac{20-6\pi}{12-3\pi}=0.4467,$$

below $r=\frac12$. The slopes at $z=1$ are $\partial_z\tau=2S_2=2-6/\pi$ and, from $(2m+1)(1-m)/(m+2)=-2m+5-9/(m+2)$, $\partial_z\tau'=-2S_2+5S_0-9S_1=2-6/\pi$. Call this common value $\kappa=0.0901$.

The sign of $\partial_z(\tau'/\tau)$ is that of $W=\tau\,\partial_z\tau'-\tau'\,\partial_z\tau$. All coefficients of $\tau$ are positive, so on $0\le z\le1$ we have $\tau\ge\frac14$ and $0\le\partial_z\tau\le\kappa$. All coefficients of $\tau'$ after the first are zero or negative, so $\tau'\le z/8\le\frac18$ and $\partial_z\tau'\ge\kappa$. Then

$$W\ge\frac\kappa4-\frac\kappa8=\frac\kappa8>0,$$

a lower bound of 0.0113. The Löwdin $t'/t$ rises strictly with $r$ from 0 to 0.4467.

It remains to show that $r$ rises when $\epsilon_s$ is lowered at fixed filling, where $\epsilon_F$ moves too. By the Hellmann–Feynman theorem $\partial\epsilon_{\mathbf k}/\partial\epsilon_s=|\psi_s(\mathbf k)|^2$ for the normalized eigenvector. A line element $d\ell$ of the Fermi line shifts normally by $(\delta\epsilon_F-|\psi_s|^2\delta\epsilon_s)/|\nabla\epsilon|$, and the enclosed area must not change, so

$$\frac{d\epsilon_F}{d\epsilon_s}=\bar w_s=\frac{\oint|\psi_s|^2\,d\ell/|\nabla\epsilon|}{\oint d\ell/|\nabla\epsilon|}.$$

The $s$ row of the $2\times2$ problem makes $\psi_s$ proportional to $v\,\psi_d$, so $0<\bar w_s<1$. Then

$$\frac{ds}{d\epsilon_s}=\frac{(1-\bar w_s)(\epsilon_F-\epsilon_p)+\bar w_s(\epsilon_s-\epsilon_F)}{4t_{sp}^2}>0 .$$

Lowering $\epsilon_s$ lowers $s$, raises $r$ and raises $t'/t$. The argument ends at $\epsilon_s=\epsilon_F$. For $-2<s<0$ the denominator $1-u+s$ vanishes on a line in the zone, $F$ has a pole there, and the zone averages that define the hoppings no longer exist as ordinary integrals.

### Why the Fermi-line fit is larger

Expand the secular equation with $u^2-v^2=c_xc_y$: $(1-d)(1+s)-(2+s-d)u+c_xc_y=0$. With $Q=1+\frac{s-d}2$ and $R=\frac{s+d}2$ one has $Q^2-R^2=(Q-R)(Q+R)=(1-d)(1+s)$, so

$$(Q-c_x)(Q-c_y)=R^2 .$$

The form $-Q(c_x+c_y)+c_xc_y=\text{const}$ is a contour of a pure $t$–$t'$ band with $2t:4t'=Q:1$, so the fit with $t''=0$ is exact in this model and gives $t'/t=1/2Q=1/(2+s-d)$. Divided by $2r=1/(1+s)$ this is $(1+s)/(2+s-d)$, which tends to 1 at large $s$. The factor 2 against the Löwdin value has a simple origin: $-2rv^2=2rc_xc_y-2ru^2$, and at small $r$ the line has $u\approx1-d$ nearly constant, so the whole weight $2r$ acts as $4t'$ against $2t=\frac12$. The fitted band has meaning on the line and not necessarily off it: for $t'/t>\frac12$ its energy at $(\pi,0)$, $-4t'$, falls below that at $\Gamma$, $-4t+4t'$, whereas band 3 has its minimum $\epsilon_d$ at $\Gamma$.

The hyperbola also gives the filling. The branch with $c_x,c_y>Q$ is absent for $s,d>0$, because $1-Q=\frac{d-s}2<R$. The empty region surrounds $(\pi,\pi)$. With $p=\pi-k_x$, $q=\pi-k_y$, its edge is $q(p)=\pi-\arccos[Q-R^2/(Q+\cos p)]$, it crosses the diagonal at $\cos k=Q-R=1-d$, $p_d=\pi-k$, and by symmetry about the diagonal the empty fraction is $[2\int_0^{p_d}q\,dp-p_d^2]/\pi^2$ while the line closes around $(\pi,\pi)$.

### Why the true band can have negative $t'$

The Fourier coefficients of the isolated band 3 are its Wannier hoppings, and they feel the curvature of $d(\epsilon)$ that $E_L$ discards. At $t_{sp}=0$, $F=1-u$ has no $t'$, but with $\Delta=\epsilon_d-\epsilon_p$ the band is

$$\epsilon=\frac{\epsilon_d+\epsilon_p}2+\sqrt{\frac{\Delta^2}4+4t_{pd}^2(1-u)}=\epsilon(0)-\sum_{n\ge1}\gamma_nu^n .$$

The series of $\sqrt{1-x}$ has negative coefficients beyond the first, so $\gamma_n>0$, and it converges for $|u|<1+\Delta^2/16t_{pd}^2$. Each $\langle c_xc_yu^n\rangle$ is a sum of averages of monomials in $c_x,c_y$ with positive coefficients, hence not negative, and $\langle c_xc_yu^2\rangle=\frac18$. So the Wannier $t'$ is negative without the axial orbital; your parameters give $t'/t=-0.157$ from diagonalization on a $96\times96$ grid.

### NMTO downfolding

Let $V$ be the row coupling $d$ to the other three orbitals and $H_r$ their block. The vector $\phi(\epsilon)=(1,\,(\epsilon-H_r)^{-1}V^\dagger)$ satisfies $(\epsilon-H)\phi=K|d\rangle$ with $K=\epsilon-\epsilon_d-V(\epsilon-H_r)^{-1}V^\dagger$, the same $K$ as above. It solves the problem in the downfolded channels and fails in the active one, which makes it the model counterpart of a kinked partial wave, with $K$ the kink matrix. Also $\dot K=1+V(\epsilon-H_r)^{-2}V^\dagger=\langle\phi|\phi\rangle$, so on the band $1/\dot K$ is the $d$ weight. With $G=1/K$, $\phi G=(\epsilon-H)^{-1}|d\rangle$ and $G=\sum_jw_j/(\epsilon-\epsilon_j)$, where $w_j=|\langle d|j\rangle|^2$.

The NMTO is the divided difference of $\phi G$ on a mesh $\epsilon_0,\dots,\epsilon_N$. From $[\frac1{\epsilon_0-e}-\frac1{\epsilon_1-e}]/(\epsilon_0-\epsilon_1)=-1/(\epsilon_0-e)(\epsilon_1-e)$ and repetition, the divided difference of $1/(\epsilon-e)$ on $n+1$ points is $(-1)^n$ over the product of the $(\epsilon_i-e)$. Thus $\chi\propto\prod_n(\epsilon_n-H)^{-1}|d\rangle$, and its energy expectation value is

$$E^{(N)}=\frac{\sum_jw_j\epsilon_j/\Pi_j^2}{\sum_jw_j/\Pi_j^2},\qquad \Pi_j=\prod_n(\epsilon_n-\epsilon_j).$$

For $N=0$, $E^{(0)}-\epsilon_0$ has numerator $-G$ and denominator $-\dot G$, and $G/\dot G=-K/\dot K$. For $N=1$, $E^{(1)}-\epsilon_1$ has numerator $-G[001]$ and denominator $-G[0011]$, repeated indices meaning repeated points. So

$$E^{(0)}=\epsilon_0-\frac{K}{\dot K},\qquad E^{(1)}=\epsilon_1+\frac{G[001]}{G[0011]},$$

with $h=\epsilon_0-\epsilon_1$, $G[01]=(G_0-G_1)/h$, $G[001]=(\dot G_0-G[01])/h$, $G[0011]=(\dot G_0+\dot G_1-2G[01])/h^2$. When the mesh is close to the band energy $\epsilon_3$, its term dominates the denominator and $\Pi_j\approx(\epsilon_3-\epsilon_j)^{N+1}$ for the others, so to leading order

$$E^{(N)}-\epsilon_3\approx\Pi_3^2\sum_{j\ne3}\frac{w_j}{w_3}\,(\epsilon_j-\epsilon_3)^{-(2N+1)} .$$

The error is quadratic in the distance to each mesh point, so energy and velocity are correct along the whole Fermi line if $\epsilon_0=\epsilon_F$. States above and below band 3 contribute with opposite signs. For the four values of $\epsilon_s$ tabulated below, the sum is negative at every point of a $320\times320$ midpoint grid over the zone, for $N=0$ and for $N=1$. At $\mathbf k=(2.0,0.7)$, $\epsilon_s=7$ eV, where $\epsilon_3=2.883$ eV, the sum is $-0.114$ eV$^{-1}$ for $N=0$ and $-0.0052$ eV$^{-3}$ for $N=1$; the lower bands dominate there.

### Numbers

Your values are round model parameters tied to no material. $\epsilon_F$ comes from setting the empty fraction to $\frac12$, with 200-point Gauss–Legendre quadrature and a bracketing root search. For $\epsilon_s=7$ eV it is $\epsilon_F=3.1014$ eV, and

- $d=2.1014\times3.1014/9=0.7241$, $s=3.8986\times3.1014/16=0.7557$, $r=1/(2\times1.7557)=0.2848$, $z=0.5696$;
- $\dot d=(6.2028-1)/9=0.5781$ eV$^{-1}$, nodal $\dot K=a\dot d=(9/3.1014)\times0.5781=1.678$, a $d$ weight of 0.60;
- $\cos k=0.2759$, $k=1.291$, nodal velocity $0.9612/(1.4142\times0.5781)=1.176$ eV$\,a$;
- $\tau=\frac14+z^2/64+z^4/256+\dots=0.2500+0.0051+0.0004=0.2555$, so $t=0.442$ eV;
- $\tau'=z/8-z^5/1024-\dots=0.0712-0.0001=0.0711$, so $t'=0.123$ eV; likewise $t''=0.062$ eV;
- $t'/t=0.278$, against $r-r^3/4=0.279$, and the contour value is $1/2.0316=0.492$.

Repeating this, with $\bar w_s$ from eigenvectors at 64 Gauss–Legendre angles on the Fermi line:

| $\epsilon_s$ (eV) | $\epsilon_F$ (eV) | $s$ | $r$ | $\bar w_s$ | $t$ (eV) | $t'$ (eV) |
|---|---|---|---|---|---|---|
| 15 | 3.287 | 2.406 | 0.147 | 0.013 | 0.406 | 0.059 |
| 10 | 3.196 | 1.359 | 0.212 | 0.025 | 0.422 | 0.088 |
| 7 | 3.101 | 0.756 | 0.285 | 0.040 | 0.442 | 0.123 |
| 5 | 3.006 | 0.375 | 0.364 | 0.057 | 0.466 | 0.163 |

The Fermi-line average $\bar w_s$ of the axial weight stays under 6% (the local weight vanishes at the node and exceeds this average on parts of the line away from it) while $t'$ nearly triples, and $t''/t'$ moves from 0.500 to 0.503. The ratios $t'/t$ in all five definitions, with NMTO and Wannier bands averaged on the $96\times96$ grid, the $N=0$ mesh at $\epsilon_F$ and the $N=1$ mesh at $\epsilon_F$ and $\epsilon_F+1$ eV:

| $\epsilon_s$ (eV) | Löwdin | contour | $N=0$ | $N=1$ | Wannier |
|---|---|---|---|---|---|
| 15 | 0.146 | 0.280 | −0.088 | −0.021 | −0.015 |
| 10 | 0.209 | 0.388 | −0.022 | 0.048 | 0.054 |
| 7 | 0.278 | 0.492 | 0.057 | 0.126 | 0.132 |
| 5 | 0.349 | 0.587 | 0.141 | 0.209 | 0.213 |

The first row holds your two results, $-0.015$ and $0.280$. Every column rises. For the Löwdin column this is the theorem above; for the other four it is what these four points show. The Wannier ratio lies 0.16 below the Löwdin one at $\epsilon_s=15$ eV, close to the offset of 0.157 at $t_{sp}=0$, but only 0.14 below it at 5 eV, so the curvature offset and the axial contribution do not simply add. The rule $t''\approx t'/2$ does not carry over: at $\epsilon_s=7$ eV the Wannier values are $t'=0.057$ and $t''=0.102$ eV.

For these four values of $\epsilon_s$ the $N=1$ ratio is within 0.007 of the Wannier one (the agreement does not extend to lower $\epsilon_s$ with this mesh: at 4 eV, where the upper mesh point lies close to $\epsilon_s$, the two are about 0.32 and 0.26), and its largest deviation from band 3 on the grid is 0.04 to 0.05 eV in a band 3.77 eV wide. The $N=0$ band deviates by up to 0.29, 0.33, 0.38 and 0.44 eV down the table. The zone corner accounts for this size. At $(\pi,\pi)$, $F=2$ and $v=0$, so for $\epsilon_s=7$ eV, $a=2.902$ eV, $K=2.902\times(0.7241-2)=-3.703$ eV, $\dot K=1+2\times2.902/3.1014=2.871$, and $E^{(0)}=3.101+1.290=4.391$ eV, which is 0.381 eV below 4.772 eV. The corner energy does not depend on $\epsilon_s$, while the mesh point $\epsilon_F$ moves away from it as $\epsilon_s$ drops.

The axial level meets the Fermi energy at 2.850 eV, found by solving the filling condition with $s=0$, which gives $d=0.586$. There the Löwdin ratio is 0.447 and the contour ratio $1/(2-d)=0.707$; bands 3 and 4 now overlap in energy, but a direct gap of at least 1.75 eV separates them at every $\mathbf k$, so the Wannier hoppings remain defined and give $t'/t=0.331$. A quoted $t'/t$ for this model needs its definition, and $r$ itself is the quantity that fixes all Löwdin ratios.

Numerical values quoted here were computed with a short program.
